# Why Equal Average Power Does Not Fix Pulsed Plasma Chemistry: a program that tests the result

```python
"""Pulsed and continuous plasmas at equal average power.

Result under test: with Arrhenius electron-impact rates R_j = N A_j exp(-E_j/T)
and a constant electron-loss frequency, periodic electron balance pins the
density-weighted mean ionization rate. Processes with thresholds below the
ionization threshold then become slower per electron under pulsing, and
processes with higher thresholds become faster, at the same average power.

Symbols: n electron density (in units of the continuous density), T electron
temperature in eV, R_j event frequency per electron in 1/us, L electron-loss
frequency, W energy-loss rate per electron in eV/us. A mean [f] is <n f>/<n>.
Process order: dissociation, ionization, high-lying excitation.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

EV = const.e
MASS = const.m_e
GAS_DENSITY = 1e21                       # m^-3
LOSS = 0.1                               # 1/us
POWER_DENSITY = 1e4                      # W/m^3
DUTY = 0.25
THRESHOLD = (6.0, 12.0, 18.0)            # eV
SIGMA_MAX = (1e-20, 2e-20, 1e-21)        # m^2
NAMES = ("dissociation", "ionization", "high excitation")

PREFACTOR = [2 * s * math.sqrt(2 * E * EV / MASS)
             for s, E in zip(SIGMA_MAX, THRESHOLD)]          # m^3/s
FREQ = [GAS_DENSITY * a * 1e-6 for a in PREFACTOR]           # 1/us


def rates(T):
    return [a * math.exp(-E / T) for a, E in zip(FREQ, THRESHOLD)]


# Rate coefficients from the cross section and the Maxwell speed distribution
def rate_by_quadrature(j, T):
    E, s = THRESHOLD[j], SIGMA_MAX[j]
    scale = math.sqrt(2 * T * EV / MASS)         # thermal speed, m/s

    def integrand(c):                            # c = speed / scale
        energy = T * c * c
        sigma = 2 * s * math.sqrt(max(E * (energy - E), 0.0)) / energy
        return sigma * scale * c * 4 / math.sqrt(math.pi) * c * c * math.exp(-c * c)

    low = math.sqrt(E / T)
    return quad(integrand, low, low + 9, epsabs=0, epsrel=1e-9, limit=300)[0]


for j in range(3):
    for T in (1.0, 2.0, 4.0):
        formula = PREFACTOR[j] * math.exp(-THRESHOLD[j] / T)
        assert abs(rate_by_quadrature(j, T) / formula - 1) < 1e-6


# Where the ionization rate is convex, in T and in sqrt(T)
def curvature(func, x, h=1e-3):
    return (func(x + h) - 2 * func(x) + func(x - h)) / h**2


E_ION = THRESHOLD[1]
ion_of_T = lambda T: rates(T)[1]
ion_of_root = lambda s: rates(s * s)[1]
assert curvature(ion_of_T, 0.48 * E_ION) > 0 > curvature(ion_of_T, 0.52 * E_ION)
edge = math.sqrt(2 * E_ION / 3)
assert curvature(ion_of_root, 0.97 * edge) > 0 > curvature(ion_of_root, 1.03 * edge)

# Continuous operation
T0 = brentq(lambda T: rates(T)[1] - LOSS, 0.3, 10.0, xtol=1e-13)
R0 = rates(T0)


def energy_loss(T, R, L, carried):
    return sum(E * r for E, r in zip(THRESHOLD, R)) + L * carried * T


def one_cycle(z, period, power, wall, carried):
    """Advance (ln n, ln T) by one period and accumulate cycle integrals."""
    y = np.concatenate([z, np.zeros(9)])
    on_integrals, temperatures, densities = None, [], []
    for length, drive in ((DUTY * period, power / DUTY),
                          ((1 - DUTY) * period, 0.0)):
        def rhs(t, y):
            n, T = math.exp(y[0]), math.exp(y[1])
            R = rates(T)
            L = LOSS * math.sqrt(T / T0) if wall else LOSS
            W = energy_loss(T, R, L, carried)
            growth = R[1] - L
            heating = (drive / n - W) / 1.5 - T * growth
            return [growth, heating / T, n, n * R[0], n * R[1], n * R[2],
                    n * T, n * L, n * R[1]**2, n * W, n * math.sqrt(T)]
        sol = solve_ivp(rhs, (0, length), y, method="DOP853",
                        rtol=1e-10, atol=1e-11)
        assert sol.success
        y = sol.y[:, -1]
        temperatures.extend(np.exp(sol.y[1]))
        densities.extend(np.exp(sol.y[0]))
        if on_integrals is None:
            on_integrals = y[2:].copy()
    return y[:2], y[2:], on_integrals, temperatures, densities


def periodic_orbit(period, power_factor=1.0, wall=False, carried=1.5):
    W0 = energy_loss(T0, R0, LOSS, carried)
    args = (period, power_factor * W0, wall, carried)
    z = np.array([0.0, math.log(T0)])
    for _ in range(8):
        z = one_cycle(z, *args)[0]
    for _ in range(8):
        residual = one_cycle(z, *args)[0] - z
        if np.max(np.abs(residual)) < 1e-11:
            break
        step, jac = 1e-4, np.zeros((2, 2))
        for k in range(2):
            shifted = z.copy()
            shifted[k] += step
            jac[:, k] = (one_cycle(shifted, *args)[0] - shifted - residual) / step
        z = z - np.linalg.solve(jac, residual)
    end, total, on, temps, dens = one_cycle(z, *args)
    assert np.max(np.abs(end - z)) < 1e-8
    mean = total / total[0]
    # energy balance over the cycle
    assert abs(total[7] / (period * power_factor * W0) - 1) < 1e-5
    # electron balance over the cycle
    assert abs(mean[2] / mean[5] - 1) < 1e-5
    return dict(z=z, args=args, W0=W0, n=total[0] / period, R=mean[1:4],
                T=mean[4], L=mean[5], var=mean[6] / mean[2]**2 - 1,
                W=mean[7], root=mean[8], f=on[0] / total[0],
                g=on[2] / total[2], on_R=on[1:4] / total[0],
                Tmin=min(temps), Tmax=max(temps),
                nmin=min(dens), nmax=max(dens))


PERIODS = (0.02, 0.2, 2.0, 20.0)                 # us
orbits = [periodic_orbit(p) for p in PERIODS]
main = orbits[-1]
ratio = [main["R"][j] / R0[j] for j in range(3)]
exponent = [E / E_ION for E in THRESHOLD]

# The orbit does not depend on the starting state
z = np.array([math.log(0.3), math.log(1.0)])
for _ in range(15):
    z = one_cycle(z, *main["args"])[0]
assert np.max(np.abs(z - main["z"])) < 1e-6

# Pinned ionization, slower low-threshold and faster high-threshold processes
for orbit in orbits:
    assert abs(orbit["R"][1] / LOSS - 1) < 1e-5
    assert orbit["R"][0] < R0[0] and orbit["R"][2] > R0[2]
    assert orbit["Tmax"] < E_ION / 2 and orbit["T"] < T0
ion_at_mean_T = rates(main["T"])[1]
assert main["R"][1] > ion_at_mean_T
assert main["W"] < main["W0"] and main["n"] > 1

# Second-order law in the fast-pulsing limit
fast = orbits[0]
fast_change, fast_law = [], []
for j in (0, 2):
    r = exponent[j]
    fast_change.append(fast["R"][j] / R0[j] - 1)
    fast_law.append(0.5 * r * (r - 1) * fast["var"])
    assert abs(fast_change[-1] / fast_law[-1] - 1) < 0.05
assert abs(fast["R"][0] / R0[0] - 1) < 0.005

# Bounds from the on-phase shares of electron-time and ionization
bound = [main["f"]**(1 - r) * main["g"]**r for r in exponent]
on_ratio = [main["on_R"][j] / R0[j] for j in range(3)]
assert on_ratio[0] <= bound[0] and on_ratio[2] >= bound[2]

# A change of power scale alone changes density but not event yields
strong = periodic_orbit(20.0, power_factor=3.0)
assert abs(strong["n"] / main["n"] - 3) < 1e-5
assert np.allclose(strong["R"] / strong["W"], main["R"] / main["W"], rtol=1e-5)

# Wall loss proportional to sqrt(T), with 7 T removed per lost electron
wall = periodic_orbit(20.0, wall=True, carried=7.0)
X = wall["root"] / math.sqrt(T0)
wall_ratio = [wall["R"][j] / R0[j] for j in range(3)]
assert wall["Tmax"] < 2 * E_ION / 3 and X < 1
assert abs(wall_ratio[1] / X - 1) < 1e-5
assert wall_ratio[0] <= X**exponent[0]

# Worked example
n0 = POWER_DENSITY / (EV * main["W0"] * 1e6)     # m^-3
Y0 = [100 * r / main["W0"] for r in R0]
Y = [100 * r / main["W"] for r in main["R"]]
print(f"gas density {GAS_DENSITY:.1e} m^-3; loss frequency {LOSS} us^-1")
print(f"average power {POWER_DENSITY/1e3:.1f} kW m^-3; duty {DUTY}")
for j in range(3):
    print(f"{NAMES[j]}: E = {THRESHOLD[j]} eV, max cross section "
          f"{SIGMA_MAX[j]:.1e} m^2, A = {PREFACTOR[j]:.3e} m^3/s")
print(f"continuous T0 = {T0:.4f} eV, n0 = {n0:.3e} m^-3")
print(f"continuous W = {main['W0']:.4f} eV/us per electron")
print(f"pulsed, period {PERIODS[-1]} us: W = {main['W']:.4f} eV/us per electron")
print(f"pulsed T range = {main['Tmin']:.3f} to {main['Tmax']:.3f} eV")
print(f"pulsed density-weighted mean T = {main['T']:.4f} eV")
print(f"pulsed mean n = {main['n']*n0:.3e} m^-3, ratio {main['n']:.4f}")
print(f"pulsed n range = {main['nmin']*n0:.3e} to {main['nmax']*n0:.3e} m^-3")
print(f"ionization rate at pulsed mean T = {ion_at_mean_T:.5f} us^-1")
print(f"pulsed mean ionization rate = {main['R'][1]:.5f} us^-1")
for j in range(3):
    print(f"{NAMES[j]} per electron: cont. {R0[j]:.5e}, pulsed "
          f"{main['R'][j]:.5e} us^-1, ratio {ratio[j]:.4f}")
for j in range(3):
    print(f"{NAMES[j]} per 100 eV: cont. {Y0[j]:.5f}, pulsed {Y[j]:.5f}, "
          f"ratio {Y[j]/Y0[j]:.4f}")
for j in range(3):
    source0 = Y0[j] / 100 * POWER_DENSITY / EV
    source = Y[j] / 100 * POWER_DENSITY / EV
    print(f"{NAMES[j]} source: cont. {source0:.3e}, pulsed {source:.3e} m^-3 s^-1")
print(f"dissociations per ionization: cont. {R0[0]/R0[1]:.3f}, "
      f"pulsed {main['R'][0]/main['R'][1]:.3f}")
print(f"dissociation share of energy: cont. {THRESHOLD[0]*Y0[0]:.2f} %, "
      f"pulsed {THRESHOLD[0]*Y[0]:.2f} %")
print(f"on-phase share of electron-time f = {main['f']:.4f}, "
      f"of ionization g = {main['g']:.4f}")
for j in (0, 2):
    print(f"{NAMES[j]} on-phase ratio {on_ratio[j]:.4f}, "
          f"{'upper' if j == 0 else 'lower'} bound {bound[j]:.4f}")
print("period (us): per-electron ratios diss., high exc.; yield ratio diss.")
for p, o in zip(PERIODS, orbits):
    yield_ratio = (o["R"][0] / o["W"]) / (R0[0] / o["W0"])
    print(f"  {p:5.2f}: {o['R'][0]/R0[0]:.5f}, {o['R'][2]/R0[2]:.5f}; "
          f"{yield_ratio:.5f}")
print(f"fast pulsing: relative variance of ionization rate = {fast['var']:.5e}")
for name, change, law in zip((NAMES[0], NAMES[2]), fast_change, fast_law):
    print(f"fast {name}: change {change:.4e}, second-order law {law:.4e}")
print(f"wall-loss variant: T range {wall['Tmin']:.3f} to {wall['Tmax']:.3f} eV")
print(f"wall-loss variant: X = {X:.4f}, mean n ratio = {wall['n']:.4f}")
print(f"wall-loss variant: dissociation ratio {wall_ratio[0]:.4f}, "
      f"upper bound {X**exponent[0]:.4f}")
print(f"wall-loss variant: diss. per ionization, pulsed/cont. = "
      f"{wall_ratio[0]/wall_ratio[1]:.4f}")
print("PASS")
```

Running it gives:

```
gas density 1.0e+21 m^-3; loss frequency 0.1 us^-1
average power 10.0 kW m^-3; duty 0.25
dissociation: E = 6.0 eV, max cross section 1.0e-20 m^2, A = 2.906e-14 m^3/s
ionization: E = 12.0 eV, max cross section 2.0e-20 m^2, A = 8.218e-14 m^3/s
high excitation: E = 18.0 eV, max cross section 1.0e-21 m^2, A = 5.033e-15 m^3/s
continuous T0 = 1.7880 eV, n0 = 8.263e+15 m^-3
continuous W = 7.5533 eV/us per electron
pulsed, period 20.0 us: W = 4.7692 eV/us per electron
pulsed T range = 0.598 to 2.895 eV
pulsed density-weighted mean T = 1.1828 eV
pulsed mean n = 1.309e+16 m^-3, ratio 1.5838
pulsed n range = 5.205e+15 to 2.316e+16 m^-3
ionization rate at pulsed mean T = 0.00323 us^-1
pulsed mean ionization rate = 0.10000 us^-1
dissociation per electron: cont. 1.01355e+00, pulsed 5.64014e-01 us^-1, ratio 0.5565
ionization per electron: cont. 1.00000e-01, pulsed 1.00000e-01 us^-1, ratio 1.0000
high excitation per electron: cont. 2.13613e-04, pulsed 4.28531e-04 us^-1, ratio 2.0061
dissociation per 100 eV: cont. 13.41855, pulsed 11.82611, ratio 0.8813
ionization per 100 eV: cont. 1.32392, pulsed 2.09678, ratio 1.5838
high excitation per 100 eV: cont. 0.00283, pulsed 0.00899, ratio 3.1772
dissociation source: cont. 8.375e+21, pulsed 7.381e+21 m^-3 s^-1
ionization source: cont. 8.263e+20, pulsed 1.309e+21 m^-3 s^-1
high excitation source: cont. 1.765e+18, pulsed 5.608e+18 m^-3 s^-1
dissociations per ionization: cont. 10.135, pulsed 5.640
dissociation share of energy: cont. 80.51 %, pulsed 70.96 %
on-phase share of electron-time f = 0.3055, of ionization g = 0.9899
dissociation on-phase ratio 0.5318, upper bound 0.5499
high excitation on-phase ratio 1.9982, lower bound 1.7818
period (us): per-electron ratios diss., high exc.; yield ratio diss.
   0.02: 0.99917, 1.00250; 0.99985
   0.20: 0.93470, 1.19470; 0.98751
   2.00: 0.59797, 1.96965; 0.89452
  20.00: 0.55648, 2.00611; 0.88133
fast pulsing: relative variance of ionization rate = 6.68358e-03
fast dissociation: change -8.3489e-04, second-order law -8.3545e-04
fast high excitation: change 2.5045e-03, second-order law 2.5063e-03
wall-loss variant: T range 0.107 to 2.246 eV
wall-loss variant: X = 0.6072, mean n ratio = 2.2743
wall-loss variant: dissociation ratio 0.4118, upper bound 0.7792
wall-loss variant: diss. per ionization, pulsed/cont. = 0.6782
PASS
```
